# A Replication-Consistent Metric for Variable-Cell Switching Paths

## 1. The form of the metric

Polar switching in a ferroelectric crystal can move ions and deform the cell together. A path through such states needs a distance that adds displacements, which are lengths, to strains, which are pure numbers. Symmetry and dimensions nearly fix it.

Choose one reference cell, with the lattice vectors as columns of $H_0$, and write the state as

$$\mathbf r_i=(1+\eta)\mathbf w_i,\qquad H=(1+\eta)H_0,\qquad \eta^T=\eta. \tag{1}$$

The $\mathbf w_i$ are atomic positions in the reference frame. A symmetric $\eta$ suffices: a general deformation factors as $F=RU$, with $R$ a rotation and $U$ symmetric and positive, and an energy without external fields does not depend on $R$. So $U=1+\eta$.

Seek a squared line element with constant coefficients, equal weight for every atom, no coupling between different atoms, and no preferred direction. A cross term would contract a vector $d\mathbf w_i$ with the symmetric tensor $d\eta$. The isotropic tensor of rank three is the antisymmetric one, whose contraction with $d\eta$ vanishes. There remain

$$ds^2=\sum_i|d\mathbf w_i|^2+J^2\,\mathrm{tr}(d\eta^2)+C\,(\mathrm{tr}\,d\eta)^2. \tag{2}$$

I take $C=0$, a convention that gives volume change no extra weight. $J$ must be a length.

Now describe the same crystal by a supercell $H_0M$, with $M$ an integer matrix and $n=|\det M|$. Each $d\mathbf w_i$ occurs $n$ times and $\eta$ is unchanged. The first term grows by $n$, so the second must as well, and $J^2\propto N$, the number of atoms. With $\Omega_0$ the reference volume,

$$J=\sqrt N\,L,\qquad L=\left(\frac{\Omega_0}{N}\right)^{1/3}. \tag{3}$$

Replication fixes the factor $\sqrt N$. It does not fix $L$: any intensive length would do, and the mean atomic spacing is a natural choice. The choice of $H_0$ is also a convention, and it should be shared by all images.

A rigid translation $\mathbf c$ of one end state should not count as distance. For displacements $\mathbf d_i$, setting the derivative of $\sum_i|\mathbf d_i-\mathbf c|^2$ to zero gives $\mathbf c=N^{-1}\sum_i\mathbf d_i$. The end states are therefore given equal centroids. Their atoms must also be matched one to one; another matching defines another path.

## 2. Why two simpler distances fail

Consider first the Cartesian distance. An atom in the cell at lattice vector $\mathbf R$ has $\mathbf r=(1+\eta)(\mathbf w_i+\mathbf R)$, so between two uniform states

$$\Delta\mathbf r=\Delta[(1+\eta)\mathbf w_i]+\Delta\eta\,\mathbf R. \tag{4}$$

Remove the centroid and square. The cross terms vanish because $\sum_{\mathbf R}(\mathbf R-\bar{\mathbf R})=0$. For a cube of $m^3$ cells of edge $a$, the integers $0,\dots,m-1$ have variance $(m^2-1)/12$ along each axis. With $\nu$ atoms per cell, the squared distance per cell is

$$D_m=D_1+\nu a^2\,\frac{m^2-1}{12}\,\mathrm{tr}(\Delta\eta^2). \tag{5}$$

It grows without limit, because distant atoms are carried along by the strain.

Consider next the sum of squared changes of the cell vectors, $\mathrm{tr}(\Delta H^T\Delta H)$. For the same cube $\Delta H=m\,\Delta\eta H_0$, so the sum per cell is $m^2/m^3=1/m$ times its one-cell value. In cubic supercells it loses weight as the cell grows. It also depends on the shape of the supercell: for $m\times1\times1$ cells the sum per cell is $a^2\left(m^2|\Delta\eta\,\mathbf e_1|^2+|\Delta\eta\,\mathbf e_2|^2+|\Delta\eta\,\mathbf e_3|^2\right)/m$, which grows with $m$ at large $m$ unless $\Delta\eta\,\mathbf e_1=0$.

## 3. Gradient and elastic band

Let the energy be a sum over bonds $b$ from atom $i$ to atom $j$. The reference bond vector is $\mathbf W_b=\mathbf w_j-\mathbf w_i+\mathbf T_b$, where $\mathbf T_b$ is a fixed supercell translation, and $\mathbf r_b=(1+\eta)\mathbf W_b$. With $\mathbf g_b=\partial E/\partial\mathbf r_b$,

$$dE=\sum_b\mathbf g_b\cdot\left[(1+\eta)\,d\mathbf W_b+d\eta\,\mathbf W_b\right]. \tag{6}$$

Since $1+\eta$ is symmetric, the first part gives

$$\frac{\partial E}{\partial\mathbf w_i}=\sum_b B_{bi}(1+\eta)\mathbf g_b, \tag{7}$$

where $B_{bi}$ is $+1$ if the bond ends on $i$, $-1$ if it starts there, and zero if it does neither or both. The second part is $\mathrm{tr}(d\eta\,G)$ with

$$G=\tfrac12\sum_b\left(\mathbf g_b\mathbf W_b^T+\mathbf W_b\mathbf g_b^T\right). \tag{8}$$

Expand $\eta=\sum_c v_cS_c$ in six symmetric matrices with $\mathrm{tr}(S_cS_d)=\delta_{cd}$. In the coordinates $q=(\mathbf w,Jv)$ the metric is Euclidean, and the strain part of the gradient is $\mathrm{tr}(S_cG)/J$.

Place images $q_0,\dots,q_P$ between two relaxed minima. For image $a$ let $\Delta_+=q_{a+1}-q_a$, $\Delta_-=q_a-q_{a-1}$, and let $\delta_+$ and $\delta_-$ be the energy differences over the same intervals. The unit tangent $\tau$ is parallel to

- $\Delta_+$ if $\delta_+$ and $\delta_-$ are both positive, and $\Delta_-$ if both are negative;
- otherwise $A\Delta_++B\Delta_-$, where $A$ is the larger of $|\delta_\pm|$ and $B$ the smaller if $E_{a+1}>E_{a-1}$, and the reverse if not.

An ordinary image feels

$$F=-\nabla E+(\nabla E\cdot\tau)\tau+k\left(|\Delta_+|-|\Delta_-|\right)\tau. \tag{9}$$

The second term removes the physical force along the path, and the spring term spaces the images. The highest image instead climbs:

$$F_{\rm climb}=-\nabla E+2(\nabla E\cdot\tau)\tau. \tag{10}$$

The update is $q\to q+\alpha F$ with a small step $\alpha$.

## 4. Replication of the whole iteration

Let $\mathcal R$ copy a one-cell displacement into a supercell. It repeats the atomic part $n$ times. It multiplies the strain part by $\sqrt n$, because $v$ is unchanged while $J_n=\sqrt n\,J_1$. Hence $\mathcal Rx\cdot\mathcal Ry=n\,x\cdot y$.

The energy obeys $E_n=nE_1$, since each bond occurs $n$ times. The atomic gradients are copied. The strain gradient is $nG_1/(\sqrt nJ_1)=\sqrt n\,G_1/J_1$. Thus $\nabla E_n=\mathcal R\nabla E_1$.

The weights in the tangent acquire at most a common factor, which normalization removes, so $\tau_n=\mathcal R\tau_1/\sqrt n$. Then

$$(\nabla E_n\cdot\tau_n)\tau_n=\frac{n\,\nabla E_1\cdot\tau_1}{\sqrt n}\,\frac{\mathcal R\tau_1}{\sqrt n}=\mathcal R\left[(\nabla E_1\cdot\tau_1)\tau_1\right]. \tag{11}$$

In the spring term the lengths bring $\sqrt n$ and the tangent $1/\sqrt n$, so it is copied too. A replicated starting band therefore stays replicated, with the same $k$ and $\alpha$, and

$$\frac{E_n^{\rm saddle}-E_n^{\rm start}}{n}=E_1^{\rm saddle}-E_1^{\rm start}. \tag{12}$$

In exact arithmetic the same relation holds at every iteration for the energy of the highest image, before it has reached the saddle. In an electronic-structure calculation the premise $E_n=nE_1$ also requires equivalent Brillouin-zone sampling in the two cells.

## 5. What the barrier does not reveal

At a saddle $\partial E/\partial\mathbf w_i=0$ and $G=0$. Neither condition contains $J$. Rescaling the strain coordinates changes the Hessian by a congruence $D^T\mathcal HD$ with $D$ invertible, which preserves the number of negative eigenvalues. Every finite $J>0$ therefore gives the same saddles, energies and indices. An invariant converged barrier does not validate the metric; the path must be compared as well.

The path follows steepest descent,

$$\dot{\mathbf w}_i=-\frac{\partial E}{\partial\mathbf w_i},\qquad \dot\eta=-\frac{G}{J^2}. \tag{13}$$

If $J$ is held at its one-cell value in an $n$-fold cell, then $G=nG_1$ and the strain responds $n$ times too fast.

A model with one ionic coordinate $x$ and one strain $e$ shows the effect. Let $E=V(x)+\frac12K[e-e_0(x)]^2$, where $K>0$ and $e_0$ is the relaxed strain. Then $\dot e=-K(e-e_0)/J^2$. For small $J$ the strain nearly follows $e_0$, so $\dot e\simeq e_0'\dot x$ and $\dot x\simeq-V'$. To leading order

$$e-e_0\simeq-\frac{J^2}{K}\,\dot e\simeq\frac{J^2}{K}\,e_0'V'. \tag{14}$$

As $J\to0$ the strain is relaxed at each ionic position. In the opposite limit strain is slow, and where the ions are stable at fixed strain they relax first. The lag vanishes where $V'=0$, as it must at a saddle, whose position does not depend on $J$.

## 6. A bistable crystal

The example is a spring crystal with round parameters, not a model of a particular material. It has no electrostatics, and the nuclei are classical. Frame atoms A form a cubic reference lattice with $a=4.0$ Å. One ion X per cell sits near the centre of a square of four A atoms and can buckle to either side. Each bond has energy $\frac12\kappa(r-r_0)^2$:

| Bond | $\kappa$ (eV/Å²) | $r_0$ (Å) |
|---|---:|---:|
| A–A edge | 3.0 | 4.0 |
| A–A face diagonal | 1.5 | 5.6569 |
| A–X, four per cell | 5.0 | 3.0 |
| X–X, along the two in-plane axes | 0.2 | 4.0 |
| imprint, one per cell | 0.06 | 4.1 |

The imprint bond joins X to one A atom in the layer above. It makes the two polar states unequal, so symmetry does not place the saddle.

In the undeformed frame the distance from the square's centre to a corner is $4/\sqrt2=2.828$ Å, shorter than the rest length. X relieves the compression at height $\sqrt{3.0^2-2.828^2}\simeq1.0$ Å. Passing through the plane of a rigid frame would cost $4\times\frac12\times5.0\times(0.1716)^2=0.294$ eV in these bonds, plus $\frac12\times0.06\times(4.899-4.1)^2=0.019$ eV in the imprint bond, or about 0.31 eV in all. With strain and sideways motion free, the saddle lies at $0.0768+0.1145=0.191$ eV on the same energy scale. Relaxation thus removes about 0.12 eV.

The path starts in the disfavoured state. The ion height, meaning the vertical part of $\mathbf w_X-\mathbf w_A$, runs from $-0.937$ Å through $-0.060$ Å at the saddle to 1.001 Å. The area strain $\eta_{xx}+\eta_{yy}$ is 0.65% at the start, 5.04% at the saddle and $-0.01$% at the end. The square opens to let the ion through. The A–X bonds alone would ask for an edge of $3.0\sqrt2=4.243$ Å, an area strain of about 12%; the frame springs hold it well below that.

For one cell $J=\sqrt2\times3.1748=4.490$ Å, and for eight cells $J=12.699$ Å. The barrier is

$$E_b=0.1145\ \text{eV per cell}=1.834\times10^{-13}\ \text{erg per cell}. \tag{15}$$

A calculation without any metric confirms it. Fix A and the height $z$ of X, minimize the energy over the other variables $y$, and call the result $\varepsilon(z)$. Because $\partial E/\partial y=0$ at the minimum, $\varepsilon'(z)=\partial E/\partial z$. At a maximum of $\varepsilon$ all first derivatives therefore vanish. Its curvature is $E_{zz}-E_{zy}E_{yy}^{-1}E_{yz}$; if this is negative while $E_{yy}$ is positive definite, the point is a first-order saddle. This search and the band agree to all eight printed decimals, 0.11449403 eV.

## 7. Replication tests and distances

Bands were run in one cell, in a $2\times2\times2$ cell, and in a doubled cell spanned by $\mathbf a_1-\mathbf a_2$, $\mathbf a_1+\mathbf a_2$ and $\mathbf a_3$. The numerical output labels the last one "sheared"; its reference shape is a square prism turned by 45°. All bonds were built explicitly in each cell. The barriers per cell differ by $3.9\times10^{-16}$ eV, and the heights and area strains of corresponding images by at most $1.1\times10^{-15}$ (Å or strain). These differences measure replication, not the accuracy of the path. The equal iteration counts, 501, carry little information, because that is the first count at which the stopping rule could act.

From the initial state to the saddle, the combined squared distance is 0.406594 Å² per cell in every cell tried. The one-cell sum over cell vectors, $0.016889$ Å², equals $a^2\,\mathrm{tr}(\Delta\eta^2)$, so $\mathrm{tr}(\Delta\eta^2)=0.016889/16=0.0010556$. Equation (5) then predicts for 27 cells

$$D_3=0.387647+2\times16\times\tfrac{8}{12}\times0.0010556=0.41017\ \text{Å}^2, \tag{16}$$

in agreement with the computed 0.410166 Å². The cell-vector measure falls to 0.008445 Å² for eight cells and 0.005630 Å² for 27, following $1/m$.

With $J$ kept at its one-cell value in the eightfold cell, the barrier is still 0.11449403 eV per cell. The area strain at equal ion height, however, changes by up to 0.32 percentage points between the two 17-image bands. Section 8 estimates the discretization error of the band with the scaled $J$ at about 0.04 points; that of the fixed-$J$ band was not estimated. If the leading-order law (14) applied, dividing $J^2$ by eight would remove $7/8$ of the lag, and the full lag would be $0.32\times8/7$, or roughly 0.4 points. That last figure is an estimate from the two-variable model, and it inherits the discretization error of the bands.

## 8. Error analysis

**Saddle energy.** Let $g$ be the remaining gradient at the climbing image. Near the saddle the displacement is $\delta=\mathcal H^{-1}g$, translations excluded, so

$$E-E^{\rm saddle}\simeq\tfrac12\delta^T\mathcal H\delta=\tfrac12g^T\mathcal H^{-1}g. \tag{17}$$

The energy error is quadratic in the gradient. The force (10) only reverses one component of $-g$, so $|F_{\rm climb}|=|g|$ and the force norm is a valid stopping measure. Under replication this norm grows as $\sqrt n$; the threshold must grow likewise to keep the error per cell fixed.

**Without climbing.** If the saddle falls midway between images a distance $h$ apart, the highest image is too low by $\frac12\kappa_s(h/2)^2=\kappa_sh^2/8$, where $-\kappa_s$ is the curvature along the path. Images 6 and 8 flank the climbing image 7, and their energies give

$$\kappa_sh^2\simeq2(0.114494)-0.109398-0.109793=0.0098\ \text{eV}. \tag{18}$$

The possible loss is about 0.0012 eV, or 1% of the barrier. This error depends on image placement, and therefore on the metric, although the converged saddle does not.

**Shape of the path.** On a slope the tangent is a one-sided chord. For path curvature $c$ it is turned from the true tangent by about $ch/2$. The physical force $f$ along the path then has a spurious transverse part $fch/2$, which a transverse stiffness $\lambda$ balances at an offset of order $fch/(2\lambda)$. The error is first order in $h$. Going from 17 to 33 images changes the area-strain curve, interpolated by cubic splines, by at most 0.0186 percentage points. If the error halves with $h$, the 17-image curve is off by about 0.04 points. The fixed-$J$ change of 0.32 points is well above this.

**Round-off.** A nonuniform mode with negative curvature $-\mu$ multiplies a small deviation by about $1+\alpha\mu$ per step, so rounding noise can eventually destroy a uniform band. Averaging the atomic forces over equivalent cells prevents this. The largest force component removed was $1.2\times10^{-13}$ eV/Å, so the averaging did not conceal a physical force.

## 9. When the uniform barrier is not the relevant one

Equation (12) concerns cells that switch together. The uniform saddle has one negative Hessian eigenvalue in one cell, two in a $2\times1\times1$ cell and eight in the $2\times2\times2$ cell. In the larger cells it is not a first-order saddle, and nonuniform descent directions exist.

In the $2\times1\times1$ cell the concerted path costs $2E_b=0.229$ eV in total. Switching one ion first leads over a saddle at 0.130 eV to a mixed minimum at $-0.039$ eV. The second saddle lies at 0.061 eV, all relative to the start. The sequential barrier is thus 0.130 eV, 57% of the concerted one, and its highest point is a first-order saddle. It is an upper bound on the least barrier in this cell, since other paths were not searched. Periodicity still makes whole planes of cells switch together, so this is not the barrier of a local nucleus.

A barrier per cell is therefore meaningful for a stated uniform path. For nonuniform switching the total barrier should be reported together with the supercell.

Two changes of conditions are simple to include. For a film clamped in its plane, the lengths and angles of in-plane vectors are fixed, so the in-plane block of $(1+\eta)^2$ is held constant; without out-of-plane shear this simply fixes the in-plane components of $\eta$. The scaling $J\propto\sqrt N$ remains. Under pressure $p$ one adds $p\,\Omega_0\det(1+\eta)$, which is also extensive and contributes $p\,\Omega_0\det(1+\eta)(1+\eta)^{-1}$ to $G$. An applied electric field needs more care: it singles out a direction, so the rotation discarded after equation (1) must be fixed by the mounting of the crystal or restored as a variable.

## Numbers as computed

```
Reference cell edge: 4.0 angstrom
Stiffness A-A edge, A-A diagonal: 3.0, 1.5 eV/angstrom^2
Stiffness A-X cage, imprint, X-X: 5.0, 0.06, 0.2 eV/angstrom^2
Rest length A-A edge and X-X: 4.0 angstrom
Rest length A-A diagonal: 5.6569 angstrom
Rest length cage, imprint: 3.0, 4.1 angstrom
Intensive length L: 3.1748 angstrom
J for 1, 2, 8 cells: 4.4898, 6.3496, 12.6992 angstrom
Largest gradient error: 1.1e-10 eV/angstrom
Energy of initial, final state: 0.076789, 0.000015 eV/cell
Ion height initial, saddle, final: -0.9374, -0.0596, 1.0008 angstrom
Area strain initial, saddle, final: 0.6536, 5.0436, -0.0075 percent
Path: image, height (angstrom), area strain (percent), energy (eV/cell)
   0  -0.9374   0.6536   0.000000
   2  -0.6985   2.8107   0.025392
   4  -0.4468   4.1739   0.073919
   6  -0.1893   4.8965   0.109398
   8   0.0629   5.0409   0.109793
  10   0.3070   4.6677   0.073606
  12   0.5479   3.7711   0.012636
  14   0.7818   2.2639  -0.048560
  16   1.0008  -0.0075  -0.076774
Barrier from constrained scan: 0.11449403 eV/cell
Band barrier, 1 cell: 0.11449403 eV/cell; iterations: 501
Band barrier, 2 cells, sheared: 0.11449403 eV/cell; iterations: 501
Band barrier, 8 cells: 0.11449403 eV/cell; iterations: 501
Barrier, converted: 1.83440e-13 erg/cell
Barrier spread over supercells: 3.9e-16 eV/cell
Largest height difference (angstrom) or strain difference: 1.1e-15
Largest nonuniform force removed: 1.2e-13 eV/angstrom
Fixed-J barrier, 8 cells: 0.11449403 eV/cell
Fixed-J change of area strain at equal height: 0.3202 percent
Area-strain change from 17 to 33 images: 0.0186 percent
Squared distance/cell (angstrom^2): combined, Cartesian, cell vectors
  1         0.406594 0.387647 0.016889
  2 sheared 0.406594 0.391511 0.016172
  8         0.406594 0.396092 0.008445
  27        0.406594 0.410166 0.005630
Cartesian excess ratio, 27 cells to 8 cells: 2.666667
Uniform saddle index, 1, 2, 8 cells: 1, 2, 8
Concerted barrier, 2 cells: 0.228988 eV total
Mixed state relative to start: -0.039425 eV total
Sequential saddles relative to start: 0.129913, 0.060696 eV total
Sequential barrier: 0.129913 eV total; saddle index: 1
```
